# The fundamental frequency of a circular membrane under tensile stress

## The problem

A thin film covers a circular hole of radius $a=0.5$ mm in a rigid frame and is held at the edge. It carries a uniform tensile stress $\sigma=1$ GPa, the same in all in-plane directions, and has density $\rho=3100$ kg/m³. What is its lowest vibration frequency in vacuum?

The stress is the value in the finished, suspended film. Slopes are small, and the film is thin enough for tension, not bending stiffness, to supply the restoring force. The corrections sized below need three more round parameters: thickness $h=100$ nm, Young modulus $E=250$ GPa and Poisson ratio $\nu=0.25$.

## A tempting solution

Transverse waves on a stretched string travel at $c=\sqrt{\text{tension}/\text{mass per length}}$. For a narrow strip of film, the width and thickness cancel from this ratio:

$$c=\sqrt{\frac{\sigma}{\rho}}=\sqrt{\frac{1.0\times10^{9}\ \text{Pa}}{3100\ \text{kg/m}^3}}=567.96\ \text{m/s}.$$

The lowest mode is zero at both ends of a diameter and largest in the middle, so half a wavelength should fit into $2a$. The profile would be $\cos(\pi r/2a)$, the wavelength $4a$, and

$$f_{\text{string}}=\frac{c}{4a}=\frac{567.96\ \text{m/s}}{2.0\times10^{-3}\ \text{m}}\approx 284\ \text{kHz}.$$

The wave speed is right. The frequency is not.

## Where it fails

The strip along a diameter is not free of its neighbours. The film is also curved across the strip, and the tension acting across it pulls the film back as well.

To find this extra force, take a motion $w(r,t)$ that depends only on the distance $r$ from the centre. The tension per unit length is $T=\sigma h$. Across a circle of radius $r$, the outer film pulls on the inner film with the vertical force $2\pi r\,T\,\partial w/\partial r$, since for small slopes the sine of the inclination equals the slope. A ring between $r$ and $r+dr$ feels the difference of this force between its two edges. Its mass is $\rho h\,2\pi r\,dr$, so

$$\rho h\,2\pi r\,dr\,\frac{\partial^2 w}{\partial t^2}=2\pi T\,\frac{\partial}{\partial r}\!\left(r\frac{\partial w}{\partial r}\right)dr .$$

Dividing by $2\pi r\,\rho h\,dr$ and using $T/\rho h=\sigma/\rho=c^2$ gives

$$\frac{\partial^2 w}{\partial t^2}=c^2\left(\frac{\partial^2 w}{\partial r^2}+\frac1r\frac{\partial w}{\partial r}\right).$$

The string argument dropped the last term. At the centre of a smooth, symmetric shape the slope is $r\,\partial^2w/\partial r^2$ to leading order, so the dropped term equals the one that was kept, and the true restoring force there is twice the string value.

The cosine is not even a mode of the disc. At $r=a$ its displacement and its second derivative vanish, but its slope does not. The equation then demands an acceleration at the edge, which is held still.

The string result does hold for a long strip of width $2a$ held along its two long edges, moving without variation along its length. There the second curvature is absent.

## The right solution

**Equation for the shape.** Put $w=R(r)\cos\omega t$ and $x=\omega r/c$. Each $r$-derivative gives a factor $\omega/c$, and the time derivatives give $-\omega^2$. After division by $\omega^2$ and multiplication by $x$,

$$xR''+R'+xR=0,$$

where primes now denote $d/dx$.

**Regular solution.** Insert $R=\sum_n a_nx^n$. The first two terms give $n(n-1)a_n+na_n=n^2a_n$ at the power $x^{n-1}$, and the third gives $a_{n-2}$ at the same power. Hence $a_1=0$ and $a_n=-a_{n-2}/n^2$. The odd coefficients vanish. With $a_0=1$ and $n=2k$, repeated use gives

$$R=J_0(x)=\sum_{k=0}^{\infty}\frac{(-1)^k}{(k!)^2}\left(\frac x2\right)^{2k}.$$

A second-order equation has another independent solution. Write it as $J_0v$. The terms in $v$ itself cancel, leaving $xJ_0v''+(2xJ_0'+J_0)v'=0$. Multiplied by $J_0$, this is $(xJ_0^2v')'=0$, so $v'=C/(xJ_0^2)$. Near the centre this solution grows as $C\ln x$, and its slope as $C/x$. The vertical force across a small circle, proportional to $r$ times the slope, would not vanish as the circle shrinks. That would require a point force at the centre. There is none, so $C=0$.

**Edge condition.** The film is fixed at $r=a$, so $J_0(\omega a/c)=0$. Differentiating the series term by term and shifting the index by one gives

$$J_0'(x)=-J_1(x),\qquad J_1(x)=\sum_{k=0}^{\infty}\frac{(-1)^k}{k!\,(k+1)!}\left(\frac x2\right)^{2k+1}.$$

For $0<x<\sqrt8$ the terms of $J_1$ alternate in sign and shrink, so $J_1>\frac x2\left(1-\frac{x^2}{8}\right)>0$. Thus $J_0$ falls steadily over this range and can cross zero there at most once. At $x=2.4$ the series gives

$$J_0(2.4)=1-1.440000+0.518400-0.082944+0.007465-0.000430+\dots=0.002508,$$

which is still positive, and $J_1(2.4)=0.520185$. One Newton step moves to the zero of the tangent:

$$x=2.4-\frac{J_0(2.4)}{J_0'(2.4)}=2.4+\frac{0.002508}{0.520185}=2.40482 .$$

The zero computed to full accuracy is $j=2.404826$.

**Frequency.** From $\omega a/c=j$ and $\omega=2\pi f$,

$$f=\frac{j}{2\pi a}\sqrt{\frac{\sigma}{\rho}}=\frac{2.404826\times567.96\ \text{m/s}}{2\pi\times0.5\times10^{-3}\ \text{m}}=434.8\ \text{kHz}.$$

The answer is about 435 kHz. The string estimate is 35% below it. The thickness has cancelled, because it multiplies both tension and mass.

## Why no other mode is lower

So far only circularly symmetric motion was considered. For a general shape, force balance on a small rectangle gives $\partial^2w/\partial t^2=c^2\nabla^2w$, with one curvature term for each direction. A mode $\phi\cos\omega t$ therefore obeys $c^2\nabla^2\phi=-\omega^2\phi$. Multiply by $\phi$, integrate over the disc, and integrate by parts with $\phi=0$ at the edge:

$$\frac{\omega^2}{c^2}=\frac{\int|\nabla\phi|^2\,dA}{\int\phi^2\,dA}.$$

Let $\kappa=j/a$ and $u=J_0(\kappa r)$, which is positive inside the disc. Write any smooth shape that vanishes at the edge as $\phi=ug$. Expanding the square and regrouping,

$$|\nabla\phi|^2=u^2|\nabla g|^2+\nabla u\cdot\nabla(ug^2).$$

Integrate the last term by parts. The edge term contains $ug^2=\phi^2/u$, which vanishes there because $\phi$ and $u$ both go to zero linearly. Since $\nabla^2u=-\kappa^2u$, what remains is $\kappa^2\int u^2g^2\,dA$, and

$$\int|\nabla\phi|^2\,dA=\kappa^2\int\phi^2\,dA+\int u^2|\nabla g|^2\,dA .$$

The last integral is never negative, so no mode has $\omega/c<\kappa$. Equality needs constant $g$, which is the mode already found.

The same result gives a hand check. Any smooth trial shape that vanishes at the edge, put into the quotient, yields a frequency that is not too low. For $\phi=1-s^2$ with $s=r/a$,

$$\left(\frac{\omega a}{c}\right)^2\le\frac{\int_0^1(2s)^2s\,ds}{\int_0^1(1-s^2)^2s\,ds}=\frac{1}{1/6}=6 .$$

This gives 442.8 kHz, 1.9% above the true value. The string estimate does not come from this quotient, so nothing kept it from being too low.

Higher modes follow from the same function. A derivative of $J_0(\kappa' r)$ along $x$ again satisfies the wave equation, and equals $-\kappa'J_1(\kappa' r)\cos\theta$. It vanishes at the edge if $J_1(\kappa'a)=0$, first at $\kappa'a=3.831706$. The frequency is 692.7 kHz, and the derivative along $y$ gives a second mode at the same frequency. A separate calculation, using polynomials in $x$ and $y$ up to degree 8 times $1-r^2/a^2$ and assuming no symmetry, gives 434.763, 692.726 and 692.726 kHz as its three lowest frequencies, in agreement with these formulas.

## What the ideal membrane leaves out

**Bending at the edge.** A clamped film must leave the frame with zero slope. Let $D$ be the bending stiffness and $s$ now the distance inward from the edge. In a thin edge layer inertia is negligible, and tension balances bending: $Tw''-Dw''''=0$. The solution with $w(0)=w'(0)=0$ that becomes straight further in is

$$w=A\left(s-\ell+\ell e^{-s/\ell}\right),\qquad \ell=\sqrt{D/T}.$$

Beyond the layer this is $A(s-\ell)$, as if the film were fixed a distance $\ell$ inside the frame. The effective radius is $a-\ell$, and to first order $\delta f/f=\ell/a$.

The film cannot contract along the edge as it bends. Hooke's law with zero strain in that direction gives the modulus $E'=E/(1-\nu^2)$, and integrating stress times height through the thickness gives $D=E'h^3/12$. Therefore

$$\ell=h\sqrt{\frac{E}{12(1-\nu^2)\sigma}}=100\ \text{nm}\times\sqrt{\frac{250}{12\times0.9375\times1.0}}=471\ \text{nm}.$$

The shift is $+0.094\%$, or $+0.41$ kHz. It grows in proportion to $h$, so thickness returns through this correction.

**Stress and temperature.** Since $f\propto\sqrt\sigma$, a small stress change gives $\delta f/f=\delta\sigma/2\sigma$. An error of 1% in the stress moves the frequency by 0.5%, or 2.2 kHz.

Suppose film and frame differ in thermal expansion by $10^{-6}$ per K and both change temperature by 10 K. The mismatch strain is $10^{-5}$. For equal strain in both directions Hooke's law reads $\varepsilon=\sigma(1-\nu)/E$, so the stress changes by $333.3\ \text{GPa}\times10^{-5}=0.0033$ GPa and the frequency by 0.17%, or 0.72 kHz. On heating, this mismatch raises the frequency if the frame expands more than the film, and lowers it if the frame expands less. The modulus was taken as independent of temperature. If it fell by a fraction $4\times10^{-5}$ per K, the stress at fixed strain would fall with it, and the same 10 K of heating would lower the frequency by a further 0.02%, whatever the sign of the mismatch.

**Finite amplitude.** Deflection stretches the film by a radial strain $\frac12(\partial w/\partial r)^2$. Let $w=q\phi$, with $\phi=J_0(jr/a)$ and $q$ the centre deflection. If in-plane motion is frozen, the extra elastic energy is $\frac12E'h\int\frac14(\partial w/\partial r)^4dA$. With the tension energy $\frac12\sigma h\int(\partial w/\partial r)^2dA$, this gives a restoring force $kq+\beta q^3$, where

$$\frac{\beta}{k}=\frac{E'}{2\sigma a^2}\,S,\qquad S=a^2\,\frac{\int(\partial\phi/\partial r)^4\,dA}{\int(\partial\phi/\partial r)^2\,dA}=1.712 .$$

For $q=q_0\cos\omega t$, the part of $\cos^3\omega t$ that oscillates at $\omega$ itself is $\frac34\cos\omega t$. Hence $\omega^2$ rises by the fraction $\frac34\beta q_0^2/k$, and $\delta f/f=3\beta q_0^2/8k$. At $q_0=100$ nm this is $3.4\times10^{-4}\,\%$, or 0.0015 kHz. Letting the film relax in its plane would lower the stretching energy, so this is an upper estimate for the chosen shape.

**Air.** A face moving at speed $v$ sets a layer of air of thickness $c_{\text{air}}\,dt$ into motion in time $dt$. In this plane-wave picture the pressure is $\rho_{\text{air}}c_{\text{air}}v$. Two faces at 760 Torr and 300 K give, per unit speed,

$$2\rho_{\text{air}}c_{\text{air}}=2\times1.177\times347.2=817\ \text{kg/(m}^2\text{s)},$$

whereas the film's own inertia gives $\rho h\omega=847$ in the same unit. The ratio is 0.97. For the actual mode shape in a wide rigid frame, the radiation resistance is 1.29 times the plane-wave value. Air is thus no small correction here, and the vacuum frequency cannot be used at atmospheric pressure.

At 0.001 Torr the mean free path is roughly 51 mm, far longer than the membrane radius, and molecules strike the film independently. Assume mirror-like reflection. With $f_1(v)$ the distribution of one velocity component and $\rho_g$ the gas density, the pressures on the front (upper sign) and back (lower sign) of a film advancing at a small speed $U$ are $2\rho_g\int_{\mp U}^{\infty}(v\pm U)^2f_1\,dv$. Here $v$ is counted positive towards the face concerned, and the lower limit keeps only the molecules that reach it. Replacing that limit by zero changes each pressure only at order $U^3$. To first order in $U$ the two pressures therefore differ by

$$8\rho_gU\int_0^\infty vf_1\,dv=8\rho_gU\sqrt{\frac{\mathcal RT_g}{2\pi M}}=8p\,U\sqrt{\frac{M}{2\pi \mathcal RT_g}},$$

where $p=\rho_g\mathcal RT_g/M$, $\mathcal R$ is the gas constant, $T_g$ the gas temperature and $M$ the molar mass. The drag coefficient is $b=1.45\times10^{-3}$ kg/(m²s), and the gas alone would allow a quality factor $\rho h\omega/b=5.8\times10^5$. Losses in the film and frame are not included.

## Beside a real device

The parameters lie roughly in the range of highly stressed ceramic membranes used as mechanical resonators in optomechanics; they describe no particular device. Real windows may be square. For a square of side $2a$ at the same stress and density, the shape $\cos(\pi x/2a)\cos(\pi y/2a)$ satisfies the wave equation and the edge condition. Each direction contributes $(\pi/2a)^2$, so the frequency is $\sqrt2\,c/4a=402$ kHz. This is the string value with the second curvature restored.

A real frame also yields somewhat, and the stress can then fall below its value before release. This effect is not computed here; the formula needs the stress that remains. For the example's own numbers in vacuum, a 1% uncertainty in that stress outweighs the bending, 10 K temperature and 100 nm amplitude shifts combined. That 1% spans 432.6 to 436.9 kHz, and since $f\propto 1/a$ a 1% error in the radius would move the frequency twice as far. For a real film known to this accuracy, 435 kHz is therefore already uncertain in its third figure. The computed values are listed in the numerical output below.

## Calculated quantities

```
radius: 0.5 mm
tensile stress: 1.0 GPa
film density: 3100 kg/m^3
thickness: 100 nm
Young modulus: 250 GPa
Poisson ratio: 0.25
wave speed: 567.96 m/s
J0 series terms at 2.4: 1.000000 -1.440000 0.518400 -0.082944 0.007465 -0.000430 0.000017 -0.000001
J1 series terms at 2.4: 1.200000 -0.864000 0.207360 -0.024883 0.001792 -0.000086 0.000003 -0.000000
J0(2.4): 0.002508
J1(2.4): 0.520185
zero after one Newton step: 2.404821
first zero of J0: 2.404826
first positive zero of J1: 3.831706
fundamental frequency, formula: 434.763 kHz
fundamental frequency, 2D energy method: 434.763 kHz
next mode pair, formula: 692.726 kHz
next mode pair, 2D energy method: 692.726, 692.726 kHz
one-term Rayleigh bound: 442.838 kHz
Rayleigh excess: 1.86 %
bending edge width: 471.4 nm
bending relative shift: 0.0943 %
bending frequency shift: +0.410 kHz
expansion mismatch: 1.0e-06 per K
temperature change: 10 K
biaxial modulus: 333.3 GPa
thermal stress change, size: 0.00333 GPa
thermal relative shift, size: 0.1667 %
thermal frequency shift, size: 0.725 kHz
centre amplitude: 100 nm
amplitude shape ratio: 1.7120
amplitude relative shift, upper estimate: 3.42e-04 %
amplitude frequency shift, upper estimate: 1.49e-03 kHz
gas temperature: 300 K
air molar mass: 28.97 g/mol
atmospheric pressure: 760 Torr
air density: 1.177 kg/m^3
sound speed in air: 347.2 m/s
film inertia per area times omega: 846.8 kg/(m^2 s)
plane-wave air load, two faces: 817.2 kg/(m^2 s)
air load / film inertia: 0.965
acoustic wave number times radius: 3.934
mode radiation resistance / plane-wave value: 1.288
low gas pressure: 0.001 Torr
molecular drag coefficient: 1.450e-03 kg/(m^2 s)
gas-limited quality factor: 5.84e+05
rough molecular diameter: 0.37 nm
mean free path at low pressure: 51 mm
```
